Photon polarization vectors from a reference spinor, with tree-level Compton scattering, part 1

(Sections cited here and not found follow in the second part.)

Q. I have seen photon polarization vectors written as spinor products that contain a second light-like momentum r, which belongs to no part of the photon. I distrust a formula with an arbitrary ingredient. My first doubt comes earlier, though: how can a four-vector be built from two-component spinors at all?

A. Through a one-to-one map between four-vectors and 2×2 matrices. The metric is g = diag(+1, −1, −1, −1), and σ^μ = (1, σ¹, σ², σ³) are the unit matrix and the Pauli matrices. To any four-vector v, real or complex, assign

M(v) = v⁰ + v¹σ¹ + v²σ² + v³σ³ = [[v⁰+v³, v¹−iv²], [v¹+iv², v⁰−v³]],

where the inner brackets are the rows. The four matrices obey tr(σ^μσ^ν) = 2δ^{μν}, so the map can be inverted:

v^μ = ½ tr(M(v) σ^μ).   (1)

The determinant is (v⁰+v³)(v⁰−v³) − (v¹−iv²)(v¹+iv²), that is

det M(v) = v·v.   (2)

No complex conjugation was used, so (2) holds for complex v with the bilinear product v·w = g_{μν}v^μw^ν.

Let p be real and null, with p⁰ > 0. Then M(p) is Hermitian with determinant 0 and trace 2p⁰, so its eigenvalues are 2p⁰ and 0. If χ is the unit eigenvector for 2p⁰, then M(p) = 2p⁰χχ†. With λ_p = √(2p⁰) χ,

M(p) = λ_p λ_p†.   (3)

The spinor is fixed up to a phase. For a momentum with polar angle θ and azimuth φ one choice is

λ_p = √(2p⁰) (cos(θ/2), e^{iφ} sin(θ/2)).   (4)

Multiplying out λλ† and using 2cos²(θ/2) = 1+cos θ, 2sin²(θ/2) = 1−cos θ and 2 sin(θ/2)cos(θ/2) = sin θ gives p⁰[[1+cos θ, sin θ e^{−iφ}], [sin θ e^{iφ}, 1−cos θ]], which is M(p). I write λ̃ for the complex conjugate spinor λ*, so that λ† = λ̃ᵀ.

For two null momenta a and b define the brackets and the spinor sandwich

⟨ab⟩ = λ_{a1}λ_{b2} − λ_{a2}λ_{b1},   [ab] = ⟨ba⟩*,

⟨a|γ^μ|b] = λ_b† σ^μ λ_a.

Both brackets are antisymmetric, so ⟨aa⟩ = [aa] = 0. The bracket ⟨ab⟩ is the determinant of the matrix with columns λ_a and λ_b. The sandwich equals tr(λ_aλ_b†σ^μ), and comparison with (1) shows which matrix belongs to it:

M(⟨a|γ|b]) = 2 λ_a λ̃_bᵀ.   (5)

With a = b = p, (3) and (5) give p^μ = ½⟨p|γ^μ|p]. Since each σ^μ is Hermitian, ⟨a|γ^μ|b]* = ⟨b|γ^μ|a].

Q. You write γ, but I see only Pauli matrices.

A. The symbol records that the sandwich is a Dirac current. In the chiral representation γ^μ has the block σ^μ at upper right and σ̄^μ = (1, −σ¹, −σ², −σ³) at lower left. Lowering the index of v, the matrix v̸ = v_μγ^μ has the block

M̄(v) = v⁰ − v¹σ¹ − v²σ² − v³σ³

at upper right and M(v) at lower left. Written out, M̄ = [[v⁰−v³, −(v¹−iv²)], [−(v¹+iv²), v⁰+v³]] is the adjugate of M, so M̄M = MM̄ = det M = v·v, which is the statement v̸v̸ = v·v. Applying it to a+b and subtracting the squares gives a̸b̸ + b̸a̸ = 2a·b.

One consequence is needed several times. If M = αβᵀ has rank one, then M̄αβᵀ = 0 and αβᵀM̄ = 0, so

M̄α = 0 and βᵀM̄ = 0.   (6)

In particular M̄(p)λ_p = 0, so the four-spinor u_R(p) = (0, λ_p) solves the massless Dirac equation p̸u = 0. The product γ⁰γ^μ is block diagonal with σ̄^μ above and σ^μ below, so ū_R(b)γ^μu_R(a) = λ_b†σ^μλ_a = ⟨a|γ^μ|b].

Q. To check a normalization you need dot products of these sandwiches. I do not want to take a Fierz identity on trust.

A. It follows from (2). The map M is linear, so det(M(v)+M(w)) = (v+w)·(v+w) = v·v + w·w + 2v·w. Take v = ⟨a|γ|b] and w = ⟨c|γ|d]. By (5) each matrix has rank one, so v·v = w·w = 0. The sum of the two is a product of 2×2 matrices:

2λ_aλ̃_bᵀ + 2λ_cλ̃_dᵀ = 2 (λ_a λ_c)(λ̃_b λ̃_d)ᵀ,

where (λ_a λ_c) has the two spinors as columns. The factor 2 enters the determinant squared. The first determinant is ⟨ac⟩ and the second is ⟨bd⟩* = [db]. Hence 2v·w = 4⟨ac⟩[db], or

⟨a|γ^μ|b] ⟨c|γ_μ|d] = 2⟨ac⟩[db].   (7)

For p = ½⟨p|γ|p] and q = ½⟨q|γ|q] this reads p·q = ¼ · 2⟨pq⟩[qp], so

2p·q = ⟨pq⟩[qp] = |⟨pq⟩|².   (8)

Since p·q = p⁰q⁰(1 − cos δ), with δ the angle between the two directions, ⟨pq⟩ vanishes only for collinear momenta.

The second tool is the Schouten identity. If ⟨bc⟩ ≠ 0, the spinors λ_b and λ_c span the two-dimensional space, and λ_a = xλ_b + yλ_c. The bracket with λ_c gives ⟨ac⟩ = x⟨bc⟩, and the bracket with λ_b gives ⟨ba⟩ = y⟨bc⟩. Multiplying the expansion by ⟨bc⟩ gives λ_a⟨bc⟩ = λ_b⟨ac⟩ + λ_c⟨ba⟩, and antisymmetry turns this into

λ_a⟨bc⟩ + λ_b⟨ca⟩ + λ_c⟨ab⟩ = 0.   (9)

The left side is a polynomial in the components, so it also vanishes in the limit ⟨bc⟩ = 0. The program tests (7) and (9) by symbolic expansion with λ and λ̃ as independent symbols.

Q. Then show me where the polarization vectors come from. Are they guessed?

A. They are forced by three demands. A photon of null momentum k needs vectors with k·ε = 0. That leaves three dimensions, one of which is k itself, because k·k = 0. To select two dimensions, take a second null vector r of positive energy with k·r ≠ 0 and demand r·ε = 0 as well. The third demand is circular polarization. A circular vector such as (0, 1, i, 0) has ε·ε = 0, so we look for vectors with that property. By (2) the matrix of such a vector has rank one, so ε is proportional to ⟨a|γ|b] for some spinors a and b. By (7),

k·⟨a|γ|b] = ⟨ka⟩[bk],   r·⟨a|γ|b] = ⟨ra⟩[br].

A bracket vanishes only when its two spinors are proportional. The first condition needs λ_a ∝ λ_k or λ_b ∝ λ_k, and the second needs λ_a ∝ λ_r or λ_b ∝ λ_r. As ⟨rk⟩ ≠ 0, no spinor is proportional to both λ_k and λ_r. Two solutions remain, ⟨r|γ|k] and ⟨k|γ|r]. With a normalization still to be checked, define

ε₊^μ(k,r) = ⟨r|γ^μ|k] / (√2⟨rk⟩),   ε₋^μ(k,r) = ⟨k|γ^μ|r] / (√2[kr]).   (10)

By (5), the matrix form of the first is

M(ε₊) = √2 λ_r λ̃_kᵀ / ⟨rk⟩.   (11)

Numerator and denominator each contain one spinor of k and one of r, and each spinor scales as the square root of its energy. The vectors are therefore dimensionless and unchanged when k or r is multiplied by a positive number. It makes no difference whether k is a momentum in kg m/s or a wave vector in 1/m, and no physical constant enters.

Q. Check the properties one at a time, with the signs.

A. The dot products follow from (7), and the conjugation property from the definitions. For transversality,

k·⟨r|γ|k] = ⟨kr⟩[kk] = 0,   r·⟨r|γ|k] = ⟨rr⟩[kr] = 0,

k·⟨k|γ|r] = ⟨kk⟩[rk] = 0,   r·⟨k|γ|r] = ⟨rk⟩[rr] = 0.

For conjugation, ⟨r|γ|k]* = ⟨k|γ|r] and ⟨rk⟩* = [kr], so ε₊* = ε₋. For the squares, ε₊·ε₊ is proportional to 2⟨rr⟩[kk] = 0 and ε₋·ε₋ to 2⟨kk⟩[rr] = 0. For the cross product, (7) with (a, b, c, d) = (r, k, k, r) gives 2⟨rk⟩[rk], and the denominators multiply to 2⟨rk⟩[kr]. Since [rk] = −[kr],

ε₊·ε₋ = −1.

In terms of the Hermitian product this says ε₊·ε₊* = ε₋·ε₋* = −1 and ε₊·ε₋* = ε₊·ε₊ = 0. The minus sign is that of a unit space-like vector in this metric, and the factor 1/√2 in (10) is what makes its size one. The program tests all of these on 200 random sets of real momenta, with spinors obtained by diagonalizing M(p) and given random phases.

Q. Orthonormal is not the same as complete. I expect the sum over polarizations to be −g^{μν}. Is that what you get?

A. No, and it cannot be. The sum is

P^{μν} = Σ_h ε_h^μ ε_h^{ν*} = ε₊^με₋^ν + ε₋^με₊^ν.

It is built from two vectors, so it has rank two, whereas g has rank four. It also gives zero on k, whereas −g gives −k. The correct statement is

Σ_h ε_h^μ ε_h^{ν*} = −g^{μν} + (k^μr^ν + r^μk^ν)/(k·r).   (12)

To prove it, first show that {k, r, ε₊, ε₋} is a basis of the complex four-dimensional space. The matrix of their dot products has two blocks, [[0, k·r], [k·r, 0]] for k and r, and [[0, −1], [−1, 0]] for ε₊ and ε₋, and all mixed entries vanish. The determinant is (−(k·r)²)(−1) = (k·r)², which is not zero. If a combination of the four vectors vanished, its dot product with each of them would vanish, so the coefficients would form a null vector of this matrix; an invertible matrix has none. The vectors are independent.

Two tensors whose contractions with every basis vector agree are equal. Call the right side of (12) Q^{μν}. Then

P^{μν}k_ν = 0,   Q^{μν}k_ν = −k^μ + (k^μ r·k + r^μ k·k)/(k·r) = 0,

P^{μν}r_ν = 0,   Q^{μν}r_ν = −r^μ + (k^μ r·r + r^μ k·r)/(k·r) = 0,

P^{μν}ε₊_ν = ε₊^μ(ε₋·ε₊) + ε₋^μ(ε₊·ε₊) = −ε₊^μ,   Q^{μν}ε₊_ν = −ε₊^μ,

and the line for ε₋ is the same with the labels exchanged. In the last case the fraction in Q drops out because k·ε = r·ε = 0. This proves (12). The trace agrees too: g_{μν}P^{μν} = 2ε₊·ε₋ = −2, and the right side gives −4 + 2. The program tests (12) symbolically and also against a projector built without spinors, from a numerical basis of the plane orthogonal to k and r.

A familiar case is contained in (12). Write ω = k⁰, let n be the unit three-vector along the photon, and choose r = k̄ = ω(1, −n). Then k·k̄ = 2ω². The sum k + k̄ = (2ω, 0, 0, 0) is orthogonal to ε, so ε⁰ = 0. In (12) the 00 component is −1 + 2ω²/(2ω²) = 0, the 0i components contain ω(−ωn_i) + ω(ωn_i) = 0, and the spatial part is

P^{ij} = δ_{ij} − n_i n_j.   (13)

This is the radiation gauge.

Q. You used r·r = 0. What if I want to be orthogonal to a time-like vector, such as the momentum of a massive particle?

A. A vector N with N·N ≠ 0 has a matrix of rank two and no spinor in the sense of (3), so (10) does not apply to it directly, and (12) with N in place of r is false: the second line of the proof leaves k^μ N·N/(k·N). A null vector can be made from it. Take k·N > 0 and set r = N − [N·N/(2k·N)] k. Then r·r = N·N − N·N = 0 and k·r = k·N, and this is positive, so r⁰ > 0. A vector orthogonal to k and r is orthogonal to N. Inserting this r in (12) gives

P^{μν} = −g^{μν} + (k^μN^ν + N^μk^ν)/(k·N) − (N·N) k^μk^ν/(k·N)².

For a particle at rest, N = (m, 0, 0, 0), one finds r = (m/2)(1, −n), which is parallel to k̄, and the result is (13) again.

Q. Now my real objection. Equation (12) depends on r, and so do the vectors. Two people who choose different r describe the same photon with different ε.

A. They do, and the difference can be computed exactly. Keep λ_k fixed and take two references r and r′, neither collinear with k. From (11), over a common denominator,

M(ε₊(r′)) − M(ε₊(r)) = √2 [λ_{r′}⟨rk⟩ − λ_r⟨r′k⟩] λ̃_kᵀ / (⟨rk⟩⟨r′k⟩).

The Schouten identity (9) with (a, b, c) = (r′, r, k) reads λ_{r′}⟨rk⟩ + λ_r⟨kr′⟩ + λ_k⟨r′r⟩ = 0. With ⟨kr′⟩ = −⟨r′k⟩ and ⟨r′r⟩ = −⟨rr′⟩ it becomes

λ_{r′}⟨rk⟩ − λ_r⟨r′k⟩ = λ_k⟨rr′⟩.

The matrix that remains is λ_kλ̃_kᵀ = M(k). Since M is one-to-one,

ε₊^μ(k,r′) − ε₊^μ(k,r) = η k^μ,   η = √2⟨rr′⟩ / (⟨rk⟩⟨r′k⟩).   (14)

Complex conjugation, with k real, gives ε₋(r′) − ε₋(r) = η* k. The coefficient has the dimension of an inverse momentum.

Two other forms are useful. Contracting (14) with r and using r·ε₊(r) = 0 gives η = r·ε₊(r′)/(r·k). This can be checked against (7): the numerator is ⟨rr′⟩[kr]/(√2⟨r′k⟩), the denominator is ½⟨rk⟩[kr], and the ratio is η. Taking the squared modulus with (8), |η|² = 2(2r·r′)/((2r·k)(2r′·k)), so

|η|² = r·r′ / ((r·k)(r′·k)).   (15)

The program tests (14) for both helicities and both of these forms.

Q. A shift along k is still a change. What does it mean for the field?

A. It is a gauge transformation. For a plane wave A^μ = ε^μ e^{ik·x}, with k taken as a wave vector, the added piece is ηk^μe^{ik·x} = ∂^μχ with χ = −iηe^{ik·x}. The field strength is proportional to k^με^ν − k^νε^μ, and the shift adds η(k^μk^ν − k^νk^μ) = 0 to it. The electric and magnetic fields are the same for every r. The Lorenz condition k·ε = 0 survives the shift because k·k = 0, and the normalization survives because (ε₊ + ηk)·(ε₋ + η*k) = ε₊·ε₋. The reference vector selects one member of the family ε + (any number)·k, namely the one orthogonal to r.

Q. You were careful to say "keep λ_k fixed". And the spinors have arbitrary phases. Does (14) hide a phase?

A. Not from r. In (11) λ_r appears once above and once below, and λ̃_r does not appear, so λ_r → sλ_r leaves ε₊ unchanged for any complex s ≠ 0. Only the direction of r matters. In particular η = 0 when r′ is parallel to r, in agreement with ⟨rr′⟩ = 0.

The phase of λ_k does matter. Under λ_k → e^{iα}λ_k the conjugate λ̃_k in the numerator gains e^{−iα} and ⟨rk⟩ in the denominator gains e^{iα}, so

ε± → e^{∓2iα} ε±.   (16)

The momentum k is unchanged. This is the free phase of the photon state; it multiplies a whole helicity amplitude and cancels in its squared modulus. If two calculations use different phases for λ_k, their vectors differ by the phase (16) as well as by the shift (14). The choice (4) has one place where this needs care: at θ = π the azimuth is undefined and the phase of λ depends on the φ assigned. For a reference vector this is harmless. For the photon itself one φ must be chosen and kept.

Q. Where does the construction fail?

A. At k·r = 0, where ⟨rk⟩ vanishes. The approach to that point can be read from (15). Take r = k̄ and let r′ make an angle δ with the photon. Then r·r′ = ωr′⁰(1 + cos δ), r·k = 2ω² and r′·k = ωr′⁰(1 − cos δ). Since ε⁰(k̄) = 0, the time component of ε₊(r′) is ηω, and

|ε₊⁰(r′)|² = (1 + cos δ)/(2(1 − cos δ)),   |ε₊⁰(r′)| = cot(δ/2)/√2.   (17)

This vanishes at δ = π, as it must, and grows as √2/δ for small δ. The norm stays −1, because the growing piece lies along k, and both k·k and k·ε vanish. The program tests the growth: reducing δ from 10⁻² to 10⁻³ rad multiplies the time component by 10 within an absolute tolerance of 10⁻³. Exactly at δ = 0 the conditions k·ε = 0 and r·ε = 0 coincide, they no longer select a plane, and the Gram determinant (k·r)² is zero.

Q. You have attached the labels + and − without showing that they mean helicity. And if ε depends on r, the helicity might too.

A. Start with r = k̄, which a rotation about n leaves fixed. Let N = n·σ and U = cos(φ/2) − iN sin(φ/2). I first show that M → UMU† rotates the vector by φ about n. The unit matrix and N commute with U, so v⁰ and the component along n are unchanged. For a three-vector v perpendicular to n let V = v·σ. The Pauli product rule gives NV = i(n×v)·σ = −VN. Anticommutation gives UV = VU†, so

UVU† = V(U†)² = V(cos φ + iN sin φ) = V cos φ − iNV sin φ = (v cos φ + n×v sin φ)·σ,

which is the right-handed rotation by φ.

From (3), M(k)λ_k = λ_k(λ_k†λ_k) = 2ωλ_k, and M(k) = ω(1 + N), so Nλ_k = λ_k. For k̄ the same argument gives Nλ_k̄ = −λ_k̄. Therefore Uλ_k = e^{−iφ/2}λ_k and Uλ_k̄ = e^{+iφ/2}λ_k̄. The matrix (11) is a fixed number times λ_k̄λ_k†, and

Uλ_k̄λ_k†U† = (Uλ_k̄)(Uλ_k)† = e^{iφ/2} e^{iφ/2} λ_k̄λ_k†.

So the rotation multiplies ε₊ by e^{+iφ}. The rotation matrix is real, so it multiplies ε₊* by e^{−iφ}. A state with angular momentum hħ along n is multiplied by e^{−ihφ}. It is therefore ε₊* that is the polarization vector of a wave of helicity +1. At first order in φ the rotation adds φ n×v, so the same statement reads i n×ε₊* = +ε₊*. For n along z the vector (1, i, 0) satisfies this, and the real part of (1, i, 0)e^{−iωt}, with ω here the angular frequency, is (cos ωt, sin ωt, 0), which turns right-handedly about the direction of travel.

The polarization vectors have been built from spinors, a change of reference vector has been shown to be a gauge transformation, and ε₊* has been identified as the polarization vector of a wave of helicity +1. It remains to explain the labels + and −, and to show that the reference drops out of the Compton amplitude.
